\section*{Why Substrate Clamping Lowers the Phase-Separation Temperature of Metal-Hydride Films}

\section{The result}

Hydrogen expands a metal. A film bonded to a rigid substrate can expand through its thickness but not, on average, in its plane. The resulting stress energy grows as the square of the concentration change and opposes the attraction that makes hydrogen separate into dilute and dense phases.

Let $c$ be the number of hydrogen atoms per metal atom, $\eta$ the linear expansion per unit $c$, $\Omega$ the volume per metal atom, $E$ Young's modulus and $\nu$ Poisson's ratio. If $T_0$ is the critical temperature for separation into phases that are each free of stress, a coherent, elastic, isotropic film at half filling, $c=1/2$ on average, begins to separate on cooling at a temperature $T_{\rm on}$ that satisfies
\begin{equation}
T_0-\frac{\Omega Y\eta^2}{2k}\;\le\; T_{\rm on}\;\le\; T_0-\frac{\Omega E\eta^2}{4k},
\qquad Y=\frac{E}{1-\nu}.
\label{result}
\end{equation}
The left side, called $T_{\rm wide}$ below, is the critical temperature for domains much wider than the film thickness. The right side, $T_{\rm bound}$, is set by short concentration waves, which relax part of their stress at the free surface. Clamping therefore lowers the separation temperature in this model, but the wide-domain formula can greatly overstate by how much.

\section{The model and its elastic energy}

Each metal atom offers one hydrogen site. In mean field, the free energy per metal atom of stress-free material is
\begin{equation}
f(c)=kT\,[c\ln c+(1-c)\ln(1-c)]-\tfrac12Uc^2 ,
\label{free}
\end{equation}
where $U>0$ is the net attraction. Terms linear in $c$ are omitted because they do not affect phase separation at fixed hydrogen content. The curvature is
\begin{equation}
f''(c)=\frac{kT}{c(1-c)}-U .
\end{equation}
Since $c(1-c)\le1/4$, its smallest value is $4kT-U$, at $c=1/2$. It vanishes at $T_0=U/(4k)$.

Suppose the film fits its substrate at composition $c_0$. At composition $c$ it would, if free, have the extra strain $s=\eta(c-c_0)$ in every direction. Elastic strain is total strain minus $s$. Take $z$ normal to the film. Clamping makes the total in-plane strain zero, so the elastic in-plane strains are $-s$. The top is free, so $\sigma_{zz}=0$. With equal in-plane stresses $\sigma$, Hooke's law gives
\begin{equation}
-s=\frac{\sigma-\nu\sigma}{E}
\quad\Rightarrow\quad \sigma=-Ys .
\label{stress}
\end{equation}
The energy per volume is half of stress times elastic strain, summed over the two in-plane directions:
\begin{equation}
w=\tfrac12\cdot2\,(-Ys)(-s)=Y\eta^2(c-c_0)^2 .
\label{film}
\end{equation}
This is the positive quadratic energy. Its curvature per metal atom, $2\Omega Y\eta^2$, does not depend on $c_0$. Adding it to $4kT-U$ and setting the sum to zero gives
\begin{equation}
T_{\rm wide}=\frac{U-2\Omega Y\eta^2}{4k}=T_0-\frac{\Omega Y\eta^2}{2k}.
\end{equation}

The offset can also be read as a loss of attraction. If expansion were blocked in all three directions, each elastic strain would be $-s$ and each normal stress $-3Ks$, with bulk modulus $K=E/[3(1-2\nu)]$. The energy density would be $\tfrac12\cdot3\cdot3Ks^2=\tfrac92Ks^2$. A free crystal releases all of this by expanding, so its $U$ exceeds that of a crystal held at fixed volume by $9K\Omega\eta^2$. A film releases all but $Ys^2$. The fraction it fails to release is
\begin{equation}
\frac{Y}{9K/2}=\frac{2(1-2\nu)}{3(1-\nu)} .
\end{equation}
For $\nu=0.39$ this is 0.24: thickening releases about three quarters of the energy of blocked expansion. That share is not a net attraction, because each hydrogen atom also relaxes its own surroundings. Treat the atoms as randomly placed centres of dilatation in the isotropic solid. Every non-uniform wave of site occupation costs $Y\eta^2\delta^2$, as shown below for a plane wave in the bulk, and the mean squares of these waves add up to $c(1-c)$. The elastic energy per metal atom of the free crystal is then $\Omega Y\eta^2c(1-c)$, and its quadratic part contributes $2\Omega Y\eta^2$ to $U$. In this picture wide-domain clamping removes the whole net elastic attraction. In the palladium-like example below, $9K\Omega\eta^2$ is 0.545 eV, while the net elastic attraction is 0.131 eV, about two thirds of $U=0.193$ eV. The remaining 0.062 eV stands for interactions outside isotropic elasticity.

\section{Which temperature marks the onset}

A film need not separate into wide domains. Write $c=\bar c+\delta$, where $\bar c$ is the mean and $\langle\delta\rangle=0$. Include a gradient energy $\tfrac12\kappa|\nabla c|^2$ per metal atom, with $\kappa\ge0$. Let the elastic and gradient energies due to $\delta$ together be $\tfrac12S\langle\delta^2\rangle$ per metal atom. The stiffness $S$ depends on the shape of $\delta$ but not on its amplitude. No term linear in $\delta$ survives: the uniform part of the misfit couples only to the lateral average of $\delta$, through $2Y\eta^2(\bar c-c_0)\langle\delta\rangle=0$.

The second derivative of the bracket in Eq.~(\ref{free}) is at least 4, so Taylor's theorem gives an entropy contribution of at least $2kT\langle\delta^2\rangle$ after the linear term averages to zero. Hence
\begin{equation}
F[c]-F[\bar c]\;\ge\;\tfrac12\,(4kT-U+S)\,\langle\delta^2\rangle .
\label{global}
\end{equation}
At $\bar c=1/2$ this becomes an equality for small $\delta$. Let $S_{\min}$ be the lowest stiffness of any shape. Then
\begin{equation}
T_{\rm on}=\frac{U-S_{\min}}{4k}.
\label{onset}
\end{equation}
Above this temperature the uniform film is stable against disturbances of any size at every mean composition. Below it, the half-filled film is unstable.

Very wide domains have $S\to2\Omega Y\eta^2$ and negligible gradient energy, so $S_{\min}\le2\Omega Y\eta^2$. This proves the left inequality in Eq.~(\ref{result}).

For the right inequality, resolve $\delta$ into lateral Fourier waves. Their energies add independently because the film is laterally uniform. Point $x$ along the wave vector of one component. Nothing varies along $y$, so $\varepsilon_{yy}=0$ and the elastic strain along $y$ is $-\eta\delta$. Let every other strain take its most favourable value at each point, whether or not the strains fit together. All stresses except $\sigma_{yy}$ then vanish, leaving $\sigma_{yy}=-E\eta\delta$ and
\begin{equation}
w\ge\tfrac12E\eta^2\delta^2 .
\label{bound}
\end{equation}
A component with no lateral variation costs $Y\eta^2\delta^2$, which is larger. Therefore $S_{\min}\ge\Omega E\eta^2$, and Eq.~(\ref{onset}) gives the upper bound. Of the substrate, the argument uses only that it prevents average in-plane strain and bending of the film.

\section{How the surface releases stress}

The bound is approached by a wave confined near the free surface at $z=h$, where $h$ is the film thickness:
\begin{equation}
\delta=A\cos(qx)\,e^{-q(h-z)} .
\end{equation}
To reach Eq.~(\ref{bound}), the stress $\sigma_{yy}=-E\eta\delta$ must act alone. It produces elastic strains $-\nu\sigma_{yy}/E=\nu\eta\delta$ along $x$ and $z$. The total strains must then be $\varepsilon_{xx}=\varepsilon_{zz}=(1+\nu)\eta\delta$ and $\varepsilon_{xz}=0$. The displacements
\begin{equation}
\begin{pmatrix}u_x\\u_z\end{pmatrix}
=\frac{(1+\nu)\eta A}{q}\,e^{-q(h-z)}
\begin{pmatrix}\sin qx\\ \cos qx\end{pmatrix}
\end{equation}
do this. Differentiation gives both normal strains, and in the shear strain $\partial_zu_x$ cancels $\partial_xu_z$. The surface carries no traction. At the substrate the displacement is smaller by $e^{-qh}$, so the rigid base hardly matters when $qh\gg1$.

Relative to wide domains, the elastic penalty is
\begin{equation}
\frac{E/2}{Y}=\frac{1-\nu}{2},
\end{equation}
or 0.305 for $\nu=0.39$. A finite-element solution at $qh=12$, with the concentration profile left free, gives 0.3056; the small excess is discretization error. For this exponential profile the horizontal and vertical gradients contribute equally, so
\begin{equation}
S\simeq\Omega E\eta^2+2\kappa q^2,\qquad
T\simeq T_{\rm bound}-\frac{\kappa q^2}{2k}\qquad(qh\gg1).
\label{surface}
\end{equation}
The wave must be short enough to escape the substrate but long enough to keep its gradient energy small.

A plane wave deep inside a coherent bulk crystal has no surface to help it. Its strains transverse to $x$ vanish and $\sigma_{xx}=0$. This is the film calculation with the axes renamed, so the penalty is again $Y\eta^2\delta^2$. The temperature $T_0$ thus refers to phases that have each reached their own lattice parameter, not to coherent waves inside a crystal.

\section{The opposite limit: long waves}

For $qh\ll1$, let
\begin{equation}
\delta=C(z)\cos qx,\quad u_x=V(z)\sin qx,\quad u_z=W(z)\cos qx,
\end{equation}
with $V(0)=W(0)=0$. At zeroth order $V=0$. The film thickens by
\begin{equation}
W_0'=\eta C-\frac{2\nu\sigma}{E}=a\eta C,
\qquad a=\frac{1+\nu}{1-\nu},
\end{equation}
where $\sigma=-Y\eta C$. Lateral displacement now changes the energy in two ways. The strain $qV$ does work against $\sigma$, and the shear strain $V'-qW_0$ costs energy. Corrections to $W_0$ enter only at order $q^4$, because $W_0$ already minimizes the zeroth-order energy. Leaving out the common factor $1/2$ from averaging over $x$,
\begin{equation}
\Delta G=\int_0^h\!\left[\tfrac12\mu(V'-qW_0)^2-Y\eta q\,CV\right]dz,
\end{equation}
with shear modulus $\mu=E/[2(1+\nu)]$.

Define $P(z)=\int_z^hC\,dz'$ and $P_0=P(0)$. Since $C=-P'$, $P(h)=0$ and $V(0)=0$, integration by parts gives $\int CV\,dz=\int PV'\,dz$. Also $W_0=a\eta(P_0-P)$. Minimizing over $V'$ yields $V'-qW_0=Y\eta qP/\mu$. Substitution gives
\begin{align}
\Delta G&=-\int_0^h\left[\frac{Y^2\eta^2q^2P^2}{2\mu}+Y\eta q^2PW_0\right]dz\nonumber\\
&=-aY\eta^2q^2\int_0^h\left[P^2+P(P_0-P)\right]dz\nonumber\\
&=-aY\eta^2q^2P_0\int_0^hP\,dz ,
\end{align}
where $Y/(2\mu)=a$ was used. One more integration by parts turns $\int P\,dz$ into $\int zC\,dz$. Dividing by the zeroth-order energy $Y\eta^2\int C^2dz$, the relative penalty is
\begin{equation}
1-aq^2\,\frac{\int C\,dz\int zC\,dz}{\int C^2dz}.
\label{long}
\end{equation}

A uniform profile gives $1-\tfrac12a(qh)^2$. For the softest profile, regard $1$ and $z$ as vectors of lengths $\sqrt h$ and $\sqrt{h^3/3}$. The cosine of the angle between them is $\sqrt3/2$. The product of a unit vector's projections on two directions is greatest along their bisector, where it is $(1+\sqrt3/2)/2$. The coefficient of $(qh)^2$ is therefore
\begin{equation}
\frac{a}{\sqrt3}\,\frac{1+\sqrt3/2}{2}=a\left(\frac14+\frac1{2\sqrt3}\right).
\end{equation}
For $\nu=0.39$ the two coefficients are 1.139 and 1.227. The finite-element film at $qh=0.03$ gives 1.138 and 1.226.

With $\kappa>0$, the profile becomes uniform through the thickness as $q\to0$, since vertical variation retains a finite gradient cost. The stiffness is then
\begin{equation}
S=2\Omega Y\eta^2+q^2\left(\kappa-a\Omega Y\eta^2h^2\right).
\end{equation}
Long lateral waves are softer than infinitely wide domains once
\begin{equation}
h>h_c=\sqrt{\frac{\kappa}{a\Omega Y\eta^2}} .
\end{equation}

\section{A palladium-like film}

Take rough palladium-like values: lattice parameter 0.39 nm, $\eta=0.06$, $E=120$ GPa, $\nu=0.39$ and $T_0=560$ K. The face-centred cubic cell holds four atoms, so $\Omega=0.39^3/4=0.01483$ nm$^3$. The gradient coefficient $\kappa=0.003$ eV nm$^2$ is a chosen parameter, not a measured one. With $Y=120/0.61=196.7$ GPa and 1 GPa nm$^3=6.242$ eV,
\begin{equation}
\Omega Y\eta^2=0.01483\times196.7\times0.06^2\times6.242
=0.0655\ {\rm eV}.
\end{equation}
Dividing by $2k=1.723\times10^{-4}$ eV/K gives a wide-domain lowering of 380 K, so $T_{\rm wide}=180$ K. The guaranteed lowering is $0.305\times380=116$ K, so $T_{\rm bound}=444$ K.

Minimizing the stiffness numerically over profile and wavelength places the onset much nearer the upper bound. The wavelengths are approximate, since those scanned lie about 14\% apart:
\begin{center}
\begin{tabular}{ccc}
$h$ (nm) & $T_{\rm on}$ (K) & wavelength (nm)\\
2 & 418 & 5.9\\
5 & 437 & 11\\
20 & 443 & 31
\end{tabular}
\end{center}
For 20 nm, $q=2\pi/31=0.20$ nm$^{-1}$, and Eq.~(\ref{surface}) gives a gradient correction of about 0.7 K, close to the 0.9 K by which the computed onset lies below the bound. Four times the chosen $\kappa$ lowers this onset by less than 2 K, but lowers it by about 12 K at 5 nm and 35 K at 2 nm, so the thin-film entries depend on the choice of $\kappa$. The crossover thickness $h_c=0.14$ nm is less than an atomic layer. For these parameters, then, wide domains do not set the onset in any film thick enough for continuum elasticity.

At 300 K the distinction is qualitative. The free curvature at $c=1/2$ is $-0.090$ eV; uniform clamping adds 0.131 eV and makes it $+0.041$ eV. A film held laterally uniform would therefore show no separation. Yet in the 20 nm film a surface wave of concentration amplitude 0.3 lowers the free energy by 0.14 meV per metal atom, averaged over the whole film. A stable uniform curve does not establish a stable film. The figure assumes elastic behaviour: such a wave carries a stress $E\eta\times0.3\approx2.2$ GPa at the surface, above the flow stress used below.

\section{What a real film changes}

The assumption most at risk is elasticity. A film grown without hydrogen would carry a compressive stress of $196.7\times0.06\times0.5=5.9$ GPa at $c=1/2$. With a rough flow stress of 1 GPa, it yields at $c=1/(196.7\times0.06)=0.085$. Let $\varepsilon_p$ be the plastic contribution to the misfit. The elastic energy per metal atom is $\Omega Y[\eta(c-c_0)+\varepsilon_p]^2$, and at fixed $\varepsilon_p$ its derivative shifts the hydrogen chemical potential by
\begin{equation}
\Delta\mu=2\Omega Y\eta\,[\eta(c-c_0)+\varepsilon_p]=-2\Omega\eta\sigma .
\end{equation}
Under perfectly plastic loading $\sigma$ stays constant, so $\Delta\mu$ saturates, here at 0.011 eV. A constant shift has no stabilizing slope. While the whole film gains hydrogen, the curvature therefore returns to its free value and clamping no longer stabilizes the uniform state against further loading. Unloading is elastic at first, so regions that lose hydrogen feel the clamping again until they yield in tension, here after a loss of $2/(196.7\times0.06)=0.17$ in $c$. The response therefore depends on history.

Real palladium hydride is also less symmetric than this lattice gas. Its critical composition is roughly 0.3 rather than 0.5, and its dense phase near room temperature holds roughly 0.6 hydrogen per metal atom, whereas the model gives 0.97 at 300 K. The temperatures above are thus estimates of the size of the clamping effect, not predictions for a particular film. Crystal orientation matters as well. With illustrative cubic constants of 225, 175 and 70 GPa for $C_{11}$, $C_{12}$ and $C_{44}$, the wide-domain lowering is about 250 K for a (001) film and 550 K for a (111) film, against 380 K in the isotropic estimate. The surface-wave bound was derived for isotropic elasticity and does not carry over to these films unchanged. A 10\% softening between $c=0$ and $c=1$ reduces the clamping curvature at half filling by 15\% relative to its value with the $c=0$ modulus, for $c_0=0$. Stretching and bending of a 0.5 mm substrate with the film's modulus relaxes just 0.016\% of the uniform clamping energy of a 20 nm film.

For clamping to suppress separation at every wavelength and every mean hydrogen content, the operating temperature must exceed $T_{\rm on}$, not merely $T_{\rm wide}$, and the film must stay bonded and elastic throughout. The example meets neither condition at 300 K. A film kept dilute enough can stay uniform at lower temperatures. The entropy term $kT/[c(1-c)]$, which is larger away from half filling, protects it against small disturbances, but that alone does not exclude separation through a large one. The numerical output below lists the model inputs and the main computed values.

\section*{Computed values}
\begin{verbatim}
Lattice parameter (rough): 0.39 nm
Linear expansion per unit c (rough): 0.06
Young modulus E (rough): 120 GPa
Poisson ratio (rough): 0.39
Free critical temperature T0 (rough): 560 K
Gradient coefficient kappa (chosen): 0.003 eV nm^2
Volume per metal atom: 0.01483 nm^3
Biaxial modulus Y: 196.7 GPa
Bulk modulus K: 181.8 GPa
Total attraction U: 0.193 eV
Attraction from free expansion, 9 K Omega eta^2: 0.5453 eV
Part lost in film, 2 Omega Y eta^2: 0.1311 eV
Fraction of expansion attraction lost: 0.2404
Clamp energy coefficient Omega Y eta^2: 0.06555 eV
Wide-domain lowering: 380.3 K
Wide-domain critical temperature: 179.7 K
Least possible coherent lowering: 116 K
Upper bound on coherent onset: 444 K
Surface/wide penalty, formula: 0.305
Surface/wide penalty, finite elements at qh=12: 0.3056
Overlap with exponential surface profile: 1
Long-wave coefficient, uniform, formula: 1.139
Long-wave coefficient, uniform, numerical: 1.138
Long-wave coefficient, softest, formula: 1.227
Long-wave coefficient, softest, numerical: 1.226
Thickness h_c where long lateral waves win: 0.142 nm
Film 2 nm: onset 418.0 K, wavelength about 5.9 nm
Film 5 nm: onset 436.6 K, wavelength about 11 nm
Film 20 nm: onset 443.1 K, wavelength about 31 nm
Onset for 20 nm with four times kappa: 441.4 K
Temperature of use: 300 K
Free coexistence, low c at 300 K: 0.0288
Free coexistence, high c at 300 K: 0.971
Free curvature at c=1/2, 300 K: -0.08962 eV
Uniform clamped curvature at c=1/2, 300 K: 0.04148 eV
Energy change, 20 nm surface wave, amplitude 0.3, 300 K: -0.138 meV per metal atom
Elastic stress size at c=1/2, film grown at c=0: 5.9 GPa
Flow stress (rough): 1 GPa
Hydrogen fraction at yielding: 0.0847
Saturated chemical-potential shift: 0.0111 eV
Cubic constants C11, C12, C44 (rough): 225, 175, 70 GPa
Biaxial modulus, (001) film: 127.8 GPa
Biaxial modulus, (111) film: 282.5 GPa
Wide-domain lowering, (001) film: 247 K
Wide-domain lowering, (111) film: 546.1 K
Clamp curvature change for 10% softening: -15 %
Clamp loss, 20 nm film on 0.5 mm substrate: 0.016 %
\end{verbatim}
